Plasma Density in a Capacitive Discharge Sustained by Stochastic Heating

A low-pressure plasma fills the gap between two equal plane electrodes and carries a sinusoidal current density of amplitude J₀ and angular frequency ω. The fundamental of the gap voltage has amplitude V. The problem is to find how the plasma density depends on ω and V when electrons are heated at the moving sheath edges, and when the electron temperature and the electron energy spent per lost ion are held fixed.

The electron temperature T is expressed in volts, so the thermal energy is eT. The electron and ion masses are m and M, and n is the density at the plasma-sheath boundary. At one electrode, x runs from this boundary (x = 0) towards the electrode. Electrons fill the sheath up to a sharp edge s(t), which moves between 0 and the full sheath width s_m; beyond it there are only ions, of density n_i(x). The phase is θ = ωt, with s = 0 at θ = 0 and s = s_m at θ = π.

**(a) An electron reflects elastically from the moving edge. Find the mean heating power per unit area for a slow edge, allowing for the oscillation of the bulk electrons. What does uniform ion density give?**

Let v be the electron velocity towards the electrode and u_s = ds/dt. In the frame of the edge the velocity v − u_s is reversed, so in the laboratory v becomes 2u_s − v. The energy gain is

½m[(2u_s − v)² − v²] = 2m u_s(u_s − v).

Electrons with v > u_s meet the edge at the rate (v − u_s) f dv per unit area, where f is their velocity distribution. Multiplying and averaging over a cycle gives

S = −2m ⟨u_s ∫ (v − u_s)² f dv⟩, v from u_s to ∞.

The bulk electrons drift with u_d = u₀ sin θ, where J₀ = e n u₀. When the edge advances by ds, the neutral region gains n_i(s) ds electrons per unit area, supplied by the flux n u_d through x = 0. Hence

n_i(s) u_s = n u_d = n u₀ sin θ.

The small net loss of electrons per cycle is neglected here. For f we take a model closure: the bulk Maxwellian F, drifting with u_d and scaled to the local density, f = n_i(s) F(v − u_d). This is not a solution of the kinetic equation inside the sheath. It also assumes that electrons return with random phases.

Put y = v − u_d and r = u_s − u_d. The integral becomes n_i I(r), with

I(r) = ∫ (y − r)² F(y) dy, y from r to ∞.

With σ = √(eT/m) and mean speed v̄ = √(8eT/(πm)), the values at r = 0 are I = σ²/2 and I′ = −2∫₀^∞ yF dy = −v̄/2. To first order, therefore,

S = −mσ²⟨n_i u_s⟩ + m v̄⟨n_i u_s(u_s − u_d)⟩.

The first average vanishes because n_i u_s is proportional to sin θ. Thus

S = m v̄ ⟨n_i u_s(u_s − u_d)⟩.

The next term of I is r²/2. It contributes nothing, since r² is even in θ and n_i u_s is odd. The cubic term, −F(0)r³/3 with F(0) = 1/(√(2π)σ), has the sign of the linear term and is r²/(6σ²) times as large. This ratio measures how slow the edge is.

For uniform ion density n_i = n, so u_s = u_d and r = 0. The edge then moves with the bulk and S = 0, even without the expansion. Net heating in this model requires the ion density to fall inside the sheath.

The size of S depends on the closure already at leading order. Incident and reflected electrons together have density 2n_i∫F dy, with y from r to ∞, which equals n_i only at r = 0. Rescaling f so that this density is always n_i replaces I by σ²/2 − v̄r/4 to first order and halves S. Letting f drift with u_s instead of u_d gives r = 0 and S = 0. The numerical prefactors below belong to the closure chosen here.

Test particles show the same effect. Particles have speed v relative to the bulk and meet a wall of velocity amplitude U, while the bulk oscillates in phase with amplitude B. With particles supplied at a constant rate, the mean gain per particle is

−2m⟨u_s(v − r)²⟩/v = 4m⟨u_s r⟩ = 2mU(U − B),

because the averages of u_s and u_s r² vanish. For U = 0.05v, the computed gains are 0.0050, 0.0025 and 0 in units of mv² for B = 0, U/2 and U.

**(b) Find the ion density in the sheath when the ions are collisionless and respond to the time-averaged field alone.**

Let φ(x) be the phase at which the edge passes x on its way to the electrode. Continuity gives

e n_i dx/dφ = (J₀/ω) sin φ.

The point x is free of electrons for |θ| < φ. The field vanishes at the edge, so Poisson's equation gives, in that interval,

E = (e/ε₀) ∫ n_i dx′ = (J₀/(ε₀ω))(cos θ − cos φ),

where x′ runs from s to x. The field is zero during the rest of the cycle. Its time average is

Ē = (J₀/(2πε₀ω)) ∫ (cos θ − cos φ) dθ = (J₀/(πε₀ω))(sin φ − φ cos φ),

with θ from −φ to φ.

Ions enter at the Bohm speed u_B = √(eT/M). Let Φ be the mean potential, zero at x = 0. Energy and flux conservation read

½Mu_i² = ½Mu_B² − eΦ, n_i u_i = n u_B.

Define w = n/n_i = u_i/u_B. Then w² = 1 − 2Φ/T. Differentiating and using dΦ/dx = −Ē gives

w dw/dx = Ē/T.

Since dx/dφ = (J₀/(eωn)) w sin φ, the factor w cancels:

dw/dφ = H sin φ(sin φ − φ cos φ),

H = J₀²/(πε₀ e T ω² n).

The two integrals needed, from 0 to φ, are

∫ sin²φ dφ = φ/2 − sin 2φ/4,

∫ φ sin φ cos φ dφ = −φ cos 2φ/4 + sin 2φ/8.

With w(0) = 1, the result is

w = 1 + H g(φ), g = φ/2 + φ cos 2φ/4 − 3 sin 2φ/8.

At the electrode g(π) = 3π/4, so the mean sheath voltage is

V̄ = (T/2)[w(π)² − 1] = (T/2)[(1 + 3πH/4)² − 1].

**(c) Evaluate the heating power, and express it through H instead of J₀.**

Continuity gives u_s = u₀ w sin θ, with w evaluated at |θ|. Part (a) then yields

S = m v̄ n u₀² ⟨sin²θ (w − 1)⟩ = m v̄ n u₀² (H/π) ∫₀^π g sin²φ dφ.

Write sin²φ = (1 − cos 2φ)/2. In the half without cos 2φ, the term φ/2 of g gives π²/8. The other two terms give zero, because both φ cos 2φ and sin 2φ integrate to zero over 0 to π. In the half with cos 2φ, the surviving term is

−(1/8)∫₀^π φ cos²2φ dφ = −π²/32.

The integral is therefore π²/8 − π²/32 = 3π²/32, and

S = (3πH/32) m v̄ n u₀².

From the definition of H, n u₀² = J₀²/(e²n) = πε₀Tω²H/e. Hence

S = (3π²/32) ε₀(m/e) v̄ ω² H² T.

At given H, T and ω the density has dropped out.

**(d) Relate H to the applied voltage.**

For 0 ≤ θ ≤ π the instantaneous sheath voltage is the integral of E from s to s_m. Changing the variable from x to φ gives

V_s(θ) = πHT ∫ (cos θ − cos φ) w sin φ dφ, φ from θ to π,

because J₀²/(ε₀eω²n) = πHT. V_s is even in θ. The opposite sheath is half a cycle out of phase and enters the gap voltage with opposite sign, so the fundamentals add. If the voltage across the bulk is neglected, V = 2V₁, where

V₁ = (2/π) ∫₀^π V_s cos θ dθ.

Exchange the order of integration, so that θ runs from 0 to φ. The inner integral is

∫ (cos²θ − cos φ cos θ) dθ = φ/2 + sin 2φ/4 − sin φ cos φ = φ/2 − sin 2φ/4 ≡ p(φ),

V₁ = 2HT ∫₀^π w p sin φ dφ.

The part w = 1 gives ∫ p sin φ dφ = π/2. For the part Hg, multiply out:

g p = φ²/4 + φ² cos 2φ/8 − 5φ sin 2φ/16 − φ sin 4φ/32 + 3 sin²2φ/32.

For odd k, integration by parts over 0 to π gives ∫φ² sin kφ dφ = π²/k − 4/k³ and ∫φ cos kφ dφ = −2/k². Products with sin φ reduce to these by the product-to-sum rules:

∫ φ² sin φ dφ = π² − 4
∫ φ² cos 2φ sin φ dφ = −π²/3 + 52/27
∫ φ sin 2φ sin φ dφ = −8/9
∫ φ sin 4φ sin φ dφ = −16/225
∫ sin²2φ sin φ dφ = 16/15

The last follows from sin²2φ = 4 sin²φ cos²φ and the substitution cos φ = q. Adding the terms with their coefficients,

∫₀^π g p sin φ dφ = 5π²/24 − 256/675.

Therefore V₁ = πHT(1 + cH), and

V = 2πHT(1 + cH), c = 5π/12 − 512/(675π) = 1.0676.

The positive root of this quadratic is

H = [√(1 + 2cV/(πT)) − 1]/(2c).

Thus H depends on V/T alone.

**(e) Close the electron energy balance and find the density for V ≫ T.**

Each lost ion costs the electrons an energy eE_L, with

E_L = E_c + 2T + T/2.

Here E_c covers ionization, excitation and elastic collisions per ion created, 2T is carried out by the escaping electron, and T/2 is the work that accelerates the ion to the Bohm speed. The energy eV̄ that the ion gains in the sheath is not included: it comes from the sheath field, not from the heated electrons. If it were charged to them, the loss per ion would grow with V.

Each sheath heats electrons with power S and receives the ion flux n u_B, so

S = e n u_B E_L.

For H ≫ 1, part (d) gives H²T → V/(2πc), and part (c) becomes

S → κ ε₀(m/e) v̄ ω² V, κ = 3π/(64c) = 0.1379.

Dividing by e u_B E_L, and using m v̄/u_B = √(8mM/π), we obtain

n ≈ κ ε₀ √(8mM/π) ω²V/(e²E_L).

At fixed T and E_L, n is proportional to ω²V. The temperature survives through E_L.

At finite voltage but with a slow edge, this limiting density is multiplied by

H²T/[V/(2πc)] = cH/(1 + cH).

The factor depends on V/T and not on ω. It makes the density rise faster than V: the exponent is 2(1 + cH)/(1 + 2cH), which falls towards 1 for H ≫ 1. Its limit 2 for H ≪ 1 is formal only: H = (u₀/ω)²/(πλ_D²), with λ_D the Debye length at x = 0, so the sheath width is then about 2√(πH) λ_D, too thin for a sharp edge.

**(f) Which part of the scaling survives if the edge is not slow?**

Keep the full function I(r), with r = u₀ sin θ (w − 1). Since n_i u_s = n u₀ sin θ, the balance reads

−2m n u₀⟨sin θ I(r)⟩ = e n u_B E_L.

The density cancels. I decreases with r, so the left side grows with u₀ and fixes a single value of u₀. Frequency appears nowhere: w is set by H, and H by V/T. The definition of H, with J₀ = e n u₀, then gives

n = πε₀TH ω²/(e u₀²).

Within this model ω² therefore holds at any edge speed, for fixed V, T and E_L. Another closure of the form S = m v̄ n u₀² G(H, u₀/σ), with a unique balance, could change both the prefactor and the voltage dependence, but would leave ω² intact.

The first power of V is less robust. For H ≫ 1 and a slow edge, the balance gives u₀² ∝ E_L/H at fixed T, while r scales as u₀H, hence as √(E_L H) ∝ √E_L V^(1/4). Raising V at fixed E_L improves the condition V ≫ T but eventually spoils the slow-edge condition. The linear law needs both.

The two limits were tested with a numerical solution that averages the instantaneous field, follows the ions through it and integrates over the full velocity distribution. At 27.12 MHz, T = 3.5 V and V = 500 V, an artificially small E_L = 0.05 V makes the edge slow; the density agrees with the finite-voltage formula to 0.01%. With the equally formal values V = 2 MV and E_L = 0.005 V, it is 0.997 of the limiting law.

**(g) Evaluate the density for an argon plasma at 27.12 MHz, 500 V and 3 mTorr in an 8 cm gap, with T = 3.5 V and E_c = 50 V. Examine the result.**

These are rough processing values. The loss is E_L = 50 + 2.5 × 3.5 = 58.75 V. With ω = 1.704 × 10⁸ rad/s, v̄ = 1.252 × 10⁶ m/s and u_B = 2907 m/s,

κε₀ = 1.221 × 10⁻¹² F/m
m v̄/(e²u_B) = 1.528 × 10¹⁰ kg/C²
ω²V/E_L = 2.471 × 10¹⁷ s⁻²

The product is n = 4.6 × 10¹⁵ m⁻³, or 4.6 × 10⁹ cm⁻³.

The voltage is not in the asymptotic range. Here H = 4.17 and cH = 4.45, so the finite-voltage factor is 4.45/5.45 = 0.82. The largest r is 0.79σ, for which r²/(6σ²) = 0.10; averaged over the cycle, the finite edge speed raises the density by 6%. The full solution gives n = 4.0 × 10¹⁵ m⁻³, or 4.0 × 10⁹ cm⁻³, 13% below the limiting law.

At half the frequency, with V and T fixed, the full density is 1.0 × 10¹⁵ m⁻³, one quarter as large. At twice the voltage, with ω and T fixed, it is 8.7 × 10¹⁵ m⁻³, an effective exponent of 1.12. The slow-edge formula accounts for most of the excess over one: H rises from 4.170 to 6.075, and n ∝ H² gives 2 ln(6.075/4.170)/ln 2 = 1.09. The rest comes from the edge speed.

The density lies within the rough range 10⁹ to 10¹¹ cm⁻³ of capacitive reactors, but 3 mTorr is a low pressure for such reactors. The mean sheath voltage is 203 V, so with a rough yield of 0.1 secondary electron per ion, the secondaries carry 20 eV per ion, or 0.35E_L. If all of it were deposited in the plasma, the net loss to be covered by stochastic heating would fall to 0.65E_L and the density would rise by a factor of about 1.5. This is an upper bound that is far from reached at 3 mTorr: with an ionization cross section near 2 × 10⁻²⁰ m², a 200 eV electron has an ionization free path of about 0.5 m, so most secondaries reach an electrode with most of their energy. The closure of part (a) matters more, since rescaling it to neutrality at the edge roughly halves the density.

A residual barrier at sheath collapse acts the other way. It should lie below the static floating potential, because electrons can leave during only part of the cycle. That potential is 0.28E_L, so the density would fall by at most about 22%. Ohmic heating, estimated with the bulk at the edge density and a rough collision rate, adds 10 to 15% to the stochastic power for a rate coefficient of 1.0 to 1.5 × 10⁻¹³ m³/s; a denser bulk would reduce this. The inertial voltage of the bulk is 1.8% of V.

The mean-field treatment of ions is supported by a drive frequency 13 times the ion plasma frequency. The sharp edge is a rougher approximation: the Debye length is 4% of the sheath width at the plasma boundary, but about 12% at the electrode, where the ion density is lower by the factor w(π) = 10.8. Collisionless ion motion is marginal: the sheath is 5.9 mm wide, 0.57 of the estimated ion free path. At half the frequency it is twice as wide and exceeds the free path, so the density quoted for that case illustrates the model rather than predicting a real discharge at this pressure. Random phases are also not assured, since the electron free path, 13 to 8 cm over the same range of rate coefficient, exceeds the bulk width of 6.8 cm. An electron can then keep its phase from one sheath to the other. Its phase on arrival depends on ω, so such correlations could alter the ω² law itself; their size is not calculated here.

Finally, a real discharge does not hold T fixed. A wider sheath leaves a narrower bulk, which needs faster ionization. Taking the ionization rate as proportional to exp(−E_i/T), with E_i roughly 16 V, and the required rate as inversely proportional to the bulk width d, the shift is

ΔT ≈ (T²/E_i) ln(d_old/d_new).

In the same gap and at the same pressure, this gives +0.15 V at half the frequency and +0.01 V at twice the voltage. The accompanying changes of E_c, of the Bohm speed and of the ratio of edge to central density are not included, so these shifts are rough. The values used are collected in the numerical output.

Computed values

```
Constant c: 1.06755; kappa: 0.13794
Particle gain / (m v^2), wall speed 0.05 v:
  bulk at rest 0.005000
  bulk at half wall speed 0.002500
  bulk moving with wall 0.000000
Input frequency: 27.12 MHz; voltage V: 500 V
Input T: 3.5 V; E_c: 50 V; E_L: 58.75 V
Input ion mass: 39.95 u
Input pressure: 3 mTorr; gas: 300 K
Input gap: 8 cm
Angular frequency: 1.7040e+08 rad/s
Bohm speed: 2907 m/s; mean electron speed: 1.252e+06 m/s
Density, limiting law: 4.612e+15 m^-3 = 4.612e+09 cm^-3
Density, finite voltage, slow edge: 3.766e+15 m^-3
Density, full solver: 4.001e+15 m^-3 = 4.001e+09 cm^-3
Finite-voltage factor: 0.817
Edge-speed factor: 1.062
Full solver / limiting law: 0.867
H: 4.170; current amplitude J0: 86.9 A/m^2
Bulk drift amplitude u0: 1.356e+05 m/s
Peak (edge - drift)/thermal speed: 0.792
Mean sheath voltage: 203.4 V; maximum width: 5.94 mm
Stochastic power per sheath: 109.5 W/m^2
Full density at half frequency: 1.000e+15 m^-3
Full density at double voltage: 8.693e+15 m^-3
Frequency exponent: 2.0000
Voltage exponent: 1.120
Slow-edge test, solver/formula: 1.00007
Limit test, solver/law: 0.99719
Rough input electron collision coefficient: 1e-13 m^3/s
Rough input ion collision cross section: 1e-18 m^2
Rough input secondary yield: 0.1; ionization: 16 eV
Ohmic / two-sheath heating, bulk at edge density: 0.101
Bulk inertial voltage / V: 0.0179
Ion free path: 10.4 mm
Sheath width / ion free path: 0.57
Electron free path: 13.0 cm
Bulk width: 6.81 cm
Secondary energy / E_L, if all deposited: 0.35
Floating potential / E_L: 0.28
Frequency / ion plasma frequency: 12.9
Debye length / sheath width: 0.037
Temperature shift at half frequency: 0.147 V
Temperature shift at double voltage: 0.012 V
```
